\section*{Flux-Weighted Normal Velocities for Particle Injection from a Stationary Reservoir}

\section{What dimensions and symmetry can decide}

Consider a rarefied-gas simulation with an open face, beyond which lies a reservoir that is not simulated. The reservoir is a classical, dilute, stationary gas in equilibrium, with number density $n$, temperature $T$ and atomic mass $m$. At each time step new atoms must be placed in the simulation box with velocities drawn from some distribution. Let $v>0$ be the velocity component along the normal pointing into the box.

In a dilute gas the number of crossings is proportional to $n$, so $n$ cancels from the distribution per entrant. What remains is $m$ and $kT$, from which one velocity can be formed,
\begin{equation}
 s=\sqrt{kT/m}.
\end{equation}
The normal-velocity density of the entrants must therefore have the form $s^{-1}F(v/s)$, and their mean normal kinetic energy must be $c\,kT$ with a pure number $c$.

Symmetry adds that the two tangential directions are equivalent and have zero mean velocity. It does not make the normal direction equivalent to them, because the face singles it out. Equipartition in the reservoir volume therefore does not settle $c$ for atoms selected by crossing a plane.

A plausible choice is to take the reservoir Maxwellian
\begin{equation}
 f(v)=\frac{1}{\sqrt{2\pi}\,s}\,e^{-v^2/2s^2},\qquad -\infty<v<\infty ,
\end{equation}
keep its inward half and normalize it:
\begin{equation}
 h(v)=\sqrt{\frac{2}{\pi}}\,\frac1s\,e^{-v^2/2s^2},\qquad v>0 .
\end{equation}
This gives $c=1/2$. The following example shows that the choice fails even when the number of entrants is correct.

\section{The counter-example: a box that should reach equilibrium}

Take a box of width $L=1$ mm between two parallel open faces, wide enough sideways for the problem to be one-dimensional. Both faces adjoin helium at 300 K and 1 mTorr. The box is empty at $t=0$, atoms do not collide inside it, and an atom reaching the opposite face leaves. A correct injection must eventually reproduce the reservoir gas in the box.

The number of entrants per area and time is the inward flux of the reservoir,
\begin{equation}
 \Gamma=n\int_0^\infty v f(v)\,dv
 =\frac{n}{\sqrt{2\pi}\,s}\,s^2=\frac{ns}{\sqrt{2\pi}} .
 \label{flux}
\end{equation}
Since the mean molecular speed is $\bar v=\sqrt{8/\pi}\,s$, this is the familiar $n\bar v/4$. Here $n=3.219\times10^{19}$ m$^{-3}$ and $\bar v=1259.7$ m/s, so $\Gamma=1.014\times10^{22}$ m$^{-2}$\,s$^{-1}$. This flux is held fixed wherever entry laws for the stationary reservoir are compared below; only the velocities of the entrants change.

\subsection{Density}

Consider a plane at distance $x$ from one face. Atoms entering with velocities between $v$ and $v+dv$ form a stream of flux $\Gamma h(v)\,dv$. A flux is density times velocity, so the stream has density $\Gamma h(v)\,dv/v$. At time $t$ only atoms with $v>x/t$ have reached the plane. At the midplane, $x=L/2$, the two faces contribute equally, and the density is
\begin{equation}
 n_h=2\Gamma\int_{x/t}^{\infty}\frac{h(v)}{v}\,dv
 =2\,\frac{ns}{\sqrt{2\pi}}\sqrt{\frac2\pi}\,\frac1s
 \int_{x/t}^{\infty}e^{-v^2/2s^2}\,\frac{dv}{v}.
\end{equation}
The prefactor is $2n/\pi$. Substitute $q=v^2/2s^2$, for which $dv/v=dq/2q$, and define
\begin{equation}
 b=\frac{x^2}{2s^2t^2},\qquad E_1(b)=\int_b^\infty \frac{e^{-q}}{q}\,dq .
\end{equation}
The integral becomes $E_1(b)/2$, and
\begin{equation}
 n_h=\frac n\pi E_1(b).
 \label{nh}
\end{equation}
For small $b$, $E_1(b)\simeq-\gamma-\ln b$, where $\gamma=0.5772$ is Euler's constant. Since $b\propto t^{-2}$, each tenfold increase of time then adds $(2\ln10)/\pi=1.466$ times $n$. The density does not settle at $n$; without collisions it does not settle at all. The cause is the nonzero value of $h$ at $v=0$: too many atoms enter slowly, and a slow atom stays long in the box.

For the example, $s=789.4$ m/s. At $t=10\;\mu$s,
\begin{equation}
 b=\frac12\left(\frac{0.5\times10^{-3}}{789.4\times10^{-5}}\right)^2=0.00201,
 \qquad \frac{n_h}{n}=\frac{5.636}{\pi}=1.79 .
\end{equation}

\subsection{Temperature and pressure}

The mean velocity at the midplane vanishes by symmetry, so a normal temperature can be defined by $kT_\perp=m\langle v^2\rangle$, averaged over the atoms present there. Multiplying the stream densities by $v^2$ gives
\begin{align}
 n_h\langle v^2\rangle
 &=2\Gamma\int_{x/t}^{\infty}v\,h(v)\,dv
 =2\,\frac{ns}{\sqrt{2\pi}}\sqrt{\frac2\pi}\,s\,e^{-b}
 =\frac2\pi\,ns^2e^{-b}.
 \label{mom}
\end{align}
Division by (\ref{nh}) yields
\begin{equation}
 T_{\perp,h}=T\,\frac{2e^{-b}}{E_1(b)} ,
\end{equation}
which is 106 K at 10 $\mu$s. The tangential velocities are drawn independently from the ordinary Maxwellian and keep their temperature of 300 K. The gas in the box is thus anisotropic, although both reservoirs are isotropic.

Multiplying (\ref{mom}) by $m$ gives the normal pressure. As $b\to0$ it tends to $(2/\pi)nkT$, or 0.637 mTorr instead of 1 mTorr. At 10 $\mu$s the gas at the midplane is already too dense, too cold along the normal, and at too low a normal pressure. This refutes $h$ as the law of entry.

\section{The correct statement and its proof}

\textbf{Statement.} Atoms that cross a plane face from a stationary, classical, dilute equilibrium gas have the normal-velocity density
\begin{equation}
 g(v)=\frac{v}{s^2}\,e^{-v^2/2s^2},\qquad v>0,
 \label{g}
\end{equation}
and ordinary Maxwellian tangential components, independent of $v$. Their mean normal kinetic energy is $kT$, twice that given by $h$.

\textbf{Proof.} Choose a time $dt$ so short that collisions during it can be neglected. An atom with normal velocity $v$ crosses the face within $dt$ if it starts within a distance $v\,dt$ of it. The reservoir is uniform, so the number of such atoms per area, with velocities between $v$ and $v+dv$, is
\begin{equation}
 \underbrace{n f(v)\,dv}_{\text{atoms per volume}}\times
 \underbrace{v\,dt}_{\text{depth}} .
\end{equation}
A fast atom is drawn from a deeper layer, and this is the origin of the factor $v$. Dividing by the total number $\Gamma\,dt$ and using (\ref{flux}),
\begin{equation}
 g(v)=\frac{n v f(v)}{\Gamma}
 =v\,\frac{\sqrt{2\pi}}{s}\,\frac{1}{\sqrt{2\pi}\,s}\,e^{-v^2/2s^2},
\end{equation}
which is (\ref{g}). The equilibrium distribution is a product of the three component distributions, and the depth $v\,dt$ contains only the normal component. The tangential factors are therefore unchanged.

For the energy, put $q=v^2/2s^2$, so that $dq=v\,dv/s^2$ and $g(v)\,dv=e^{-q}dq$. Then
\begin{equation}
 \left\langle\tfrac12mv^2\right\rangle_g
 =ms^2\int_0^\infty q\,e^{-q}\,dq=ms^2=kT .
\end{equation}
For $h$, the mean of $v^2$ is $s^2$, because $v^2$ is even and half of a symmetric distribution has the same mean square as the whole. Its energy is $kT/2$. This completes the proof.

The two tangential components add $kT/2$ each in both cases. The total translational energy per entrant is therefore $2kT$ for $g$ and $3kT/2$ for $h$. With $kT=25.85$ meV these are 51.70 and 38.78 meV. At the same number flux, the reservoir delivers $2kT\,\Gamma=84.0$ W/m$^2$ through each face, while the wrong law delivers 63.0 W/m$^2$, a deficit of one quarter.

The mean normal speeds are
\begin{align}
 \langle v\rangle_g&=\frac1{s^2}\int_0^\infty v^2e^{-v^2/2s^2}dv
 =\frac1{s^2}\,\frac{\sqrt{2\pi}\,s^3}{2}=s\sqrt{\frac\pi2},\\
 \langle v\rangle_h&=\sqrt{\frac2\pi}\,\frac1s\int_0^\infty v\,e^{-v^2/2s^2}dv
 =s\sqrt{\frac2\pi},
\end{align}
or 989 and 630 m/s. Their ratio $2/\pi$ is the pressure ratio found above.

The sign of the energy error does not depend on the Maxwellian. Let $p(v)$ be any normalized density of inward velocities in a uniform reservoir, with finite third moment. Flux weighting changes the mean square from $\langle v^2\rangle$ to $\langle v^3\rangle/\langle v\rangle$, and
\begin{equation}
 \langle v^3\rangle-\langle v\rangle\langle v^2\rangle
 =\frac12\iint (v-w)^2(v+w)\,p(v)p(w)\,dv\,dw\ \ge 0 ,
\end{equation}
as multiplying out $(v-w)(v^2-w^2)$ shows. Omitting the weight can never give too much normal energy. The size of the factor depends on the distribution: it is 2 for the Maxwellian, but 3/2 if $p(v)$ is constant between zero and a largest velocity.

\section{The same box with the correct injection}

With $g$, a stream from one face has the velocity-resolved density
\begin{equation}
 \frac{\Gamma g(v)}{v}=\frac{ns}{\sqrt{2\pi}}\,\frac{1}{s^2}\,e^{-v^2/2s^2}=n f(v).
\end{equation}
The division by $v$ removes the flux weight and restores the inward half of the reservoir gas. This is the true core of the mistaken choice: $h$ describes inward-moving atoms in a \emph{volume} at one instant, whereas $g$ describes atoms crossing a \emph{surface} during an interval.

During filling, velocities below $a=x/t=s\sqrt{2b}$ are still missing at the midplane. Hence
\begin{equation}
 n_g=2n\int_a^\infty f(v)\,dv=n\,\mathrm{erfc}(\sqrt b).
\end{equation}
For the temperature use $vf=-s^2 f'$ and integrate by parts:
\begin{equation}
 \int_a^\infty v^2f\,dv=-s^2\int_a^\infty v f'\,dv
 =s^2\left[a f(a)+\int_a^\infty f\,dv\right].
\end{equation}
Since $af(a)=\sqrt{b/\pi}\,e^{-b}$ and the last integral is $\mathrm{erfc}(\sqrt b)/2$,
\begin{equation}
 T_{\perp,g}=T\left[1+\frac{2\sqrt b\,e^{-b}}{\sqrt\pi\,\mathrm{erfc}(\sqrt b)}\right].
\end{equation}
Both results tend to the reservoir values as $b\to0$. The midplane values from these collisionless formulas are:
\begin{center}
\begin{tabular}{ccccc}
$t$ ($\mu$s) & $n_g/n$ & $n_h/n$ & $T_{\perp,g}$ (K) & $T_{\perp,h}$ (K)\\
2 & 0.7515 & 0.7847 & 395.9 & 231.5\\
5 & 0.8992 & 1.3548 & 333.5 & 139.8\\
10 & 0.9495 & 1.7941 & 315.9 & 106.2
\end{tabular}
\end{center}
The correct temperature starts above 300 K because the slow atoms have not yet arrived. At 2 $\mu$s the two densities nearly agree, so density alone would be a poor diagnostic at that moment; the temperatures already differ by more than 160 K.

A particle simulation of the filling, with four million entrants for each law, entry times uniform over 10 $\mu$s and a counting window 0.1 mm wide at the midplane, gave $n_g/n=0.948$ and $n_h/n=1.795$. The normal temperatures were 318 K and 106 K. These agree with the formulas within the sampling error, which is below one percent.

\section{Drawing the entrants}

The cumulative distribution of $g$ is $1-e^{-v^2/2s^2}$. Setting one minus this equal to a random number $\xi$, uniform between 0 and 1, gives
\begin{equation}
 v=s\sqrt{-2\ln\xi}.
\end{equation}
For $\xi=0.5$ this is 929 m/s. Only 0.50\% of the correct entrants are slower than $0.1s=79$ m/s, against 8.0\% for $h$. In the counter-example atoms this slow reach the midplane only after 6.3 $\mu$s, and their continued arrival sustains the logarithmic growth from then on.

The position after the entry step also follows from the proof. Crossing atoms of velocity $v$ start uniformly within the depth $v\,dt$, so after the step they lie uniformly between 0 and $v\,dt$ inside the box. One sets $x=Rv\,dt$, with $R$ uniform between 0 and 1 and independent of $v$.

Another valid method fills a reservoir layer with atoms from the full, unweighted Maxwellian, moves them for one step, and keeps those that cross. The motion itself supplies the weight, and adding a factor $v$ by hand would count it twice. The layer must be deep enough for the fast atoms. This method tests the statement without using $g$. Three million atoms in a layer of depth $6s\,dt$ gave 199\,081 crossers, with mean normal energy $0.997\,kT$ and total energy $1.994\,kT$. Their cumulative distribution differed from that of $g$ by at most 0.002, and from that of $h$ by as much as 0.303.

Heating the half-Maxwellian is not a cure. At temperature $2T$ its mean normal energy is $kT$, as required, but $s$ is replaced by $\sqrt2\,s$ and the momentum per entrant is $\sqrt2\,(2/\pi)=0.900$ of the correct value. Its probability density at $v=0$ is still nonzero, so the logarithmic growth remains.

\section{Where the result applies}

Helium serves here as a simple monatomic case. For another such gas at the same $T$, $s$ changes as $m^{-1/2}$, but the energy ratios do not change. With a rough atomic diameter of 0.22 nm the mean free path is about 140 mm, far larger than the box. A stationary hard sphere of this size exposed to gas at the reservoir density for 10 $\mu$s has a collision chance of about 6\%. This is a lower estimate for the slow entrants. They are slow only along the normal and keep their tangential thermal speed, which raises the chance to about 8\%, and the box filled with $h$ is denser than the reservoir, which raises it to about 12\%. Moreover, 0.22 nm is a viscosity diameter, whereas a small deflection suffices to remove an atom from the slow group; the helium cross-section for such deflections is about twice $\pi d^2$, with $d$ that diameter, and the chance approaches 20\%. Even so, collisions lower the midplane $n_h$ at 10 $\mu$s by only 1--2\% and raise $T_{\perp,h}$ by about 3\%. At 10 mTorr the stationary estimate gives about 46\%, most slow entrants collide, $n_h$ falls by more than 10\% and $T_{\perp,h}$ rises by about 20\%, so the logarithmic law needs a correction for collisions at 10 $\mu$s. The entry law $g$ survives collisions inside the box, provided the gas outside stays in equilibrium. Quantum degeneracy ($n\lambda^3\approx4\times10^{-12}$, with $\lambda$ the thermal wavelength) and gravity ($mgL/kT\approx2\times10^{-8}$, with $g$ here the gravitational acceleration) are negligible.

The gas in a pumped chamber drifts. If the reservoir moves toward the box with velocity $W$, the proof still holds with $f(v)$ replaced by $f(v-W)$, and the entrants follow
\begin{equation}
 g_W(v)\propto v\,e^{-(v-W)^2/2s^2},\qquad v>0 .
\end{equation}
For an assumed drift of 10 m/s the entrant flux rises by 1.6\% and the mean normal energy by 0.8\%, relative to the stationary reservoir. These corrections are small beside the factor of two, but they grow with $W/s$, and a fast stream needs $g_W$ in place of $g$. A reservoir with a strong temperature gradient or heat flux is not Maxwellian; its own velocity distribution must then be weighted by $v$. The full set of computed values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K
Reservoir pressure: 1.000 mTorr
Helium atomic mass: 6.64648e-27 kg
Box length: 1.00 mm
Thermal velocity s: 789.42 m/s
Mean molecular speed: 1259.7 m/s
Reservoir density: 3.2188e+19 m^-3
Entrant flux: 1.0137e+22 m^-2 s^-1
kT: 25.852 meV
Mean normal speed, flux-weighted: 989.4 m/s
Mean normal speed, half-Maxwellian: 629.9 m/s
Normal energy, flux-weighted: 25.852 meV
Normal energy, half-Maxwellian: 12.926 meV
Total energy, flux-weighted: 51.704 meV
Total energy, half-Maxwellian: 38.778 meV
Energy flux, correct: 83.97 W/m^2
Energy flux, wrong: 62.98 W/m^2
Two-stream pressure, correct: 1.0000 mTorr
Two-stream pressure, wrong: 0.6366 mTorr
Sampler speed at U=0.5: 929.5 m/s
Slow-entrant limit 0.1 s: 78.94 m/s
Slow fraction, flux-weighted: 0.499 %
Slow fraction, half-Maxwellian: 7.966 %
Volume test, number of crossers: 199081 atoms
Volume test, flux/formula: 0.9980 (ratio)
Volume test, normal energy/kT: 0.9973 (ratio)
Volume test, total energy/kT: 1.9945 (ratio)
Largest CDF gap to flux law: 0.0020 (probability)
Largest CDF gap to half-Maxwellian: 0.3027 (probability)
t=2 us, midplane density/n: correct 0.7515, wrong 0.7847
t=2 us, normal temperature: correct 395.9 K, wrong 231.5 K
t=5 us, midplane density/n: correct 0.8992, wrong 1.3548
t=5 us, normal temperature: correct 333.5 K, wrong 139.8 K
t=10 us, midplane density/n: correct 0.9495, wrong 1.7941
t=10 us, normal temperature: correct 315.9 K, wrong 106.2 K
b at t=10 us: 0.002006 (dimensionless)
Simulated density/n at 10 us: correct 0.9479, wrong 1.7945
Simulated normal temperature at 10 us: correct 317.6 K, wrong 106.4 K
Late wrong-density gain per tenfold time: 1.4659 n
Half-Maxwellian at 2T, momentum ratio: 0.9003 (ratio)
Assumed rough atomic diameter: 0.22 nm
Mean free path: 144.5 mm
Knudsen number: 144.5 (dimensionless)
Slow-atom collision chance in 10 us: 5.98 %
Degeneracy n lambda^3: 4.12e-12 (dimensionless)
Gravity m g L/kT: 1.57e-08 (dimensionless)
Assumed inward reservoir drift: 10.0 m/s
Drift change of entrant flux: 1.596 %
Drift change of normal energy: 0.797 %
\end{verbatim}
